# Field-biased hopping of charged defects: sinh drift and the Einstein relation

## What symmetry fixes

A point defect of charge \(q=ze\) sits on one of a line of equivalent sites, a distance \(a\) apart. Thermal activation over a barrier \(E_m\) makes it hop to a nearest neighbour. Let \(\Gamma_0\) be the zero-field rate of hops in one direction, so that the total rate of leaving a site is \(2\Gamma_0\). A uniform field \(E\), meaning the average field inside the material, acts along the line. Positive \(qE\) drives the defect towards positive \(x\).

The only length in the hopping problem is \(a\), and \(\Gamma_0\) supplies the unit of time. The drift velocity is therefore \(a\Gamma_0\) times a function of dimensionless numbers, chiefly

\[
u=\frac{qEa}{kT},\qquad b=\frac{E_m}{kT}.
\]

The first compares the work done by the field in one hop with the thermal energy. Two physical requirements narrow the function further.

The first requirement is thermal equilibrium. If the chain has closed ends, the defect must settle into the Boltzmann distribution without current. Moving one site forward lowers its energy by \(qEa\), so the occupation probabilities obey \(P_{n+1}/P_n=e^{u}\). Let \(\Gamma_+\) and \(\Gamma_-\) be the forward and backward hop rates. Zero current across a link means \(\Gamma_+P_n=\Gamma_-P_{n+1}\), hence

\[
\frac{\Gamma_+(u)}{\Gamma_-(u)}=e^{u}.
\]

The second requirement is mirror symmetry of the path, assumed here. Reflection exchanges forward and backward and reverses the field, so \(\Gamma_-(u)=\Gamma_+(-u)\). Define \(s(u)=\Gamma_+(u)e^{-u/2}\). Then

\[
s(-u)=\Gamma_+(-u)e^{u/2}=\Gamma_-(u)e^{u/2}
=\Gamma_+(u)e^{-u}e^{u/2}=s(u).
\]

Thus \(s\) is even. Writing \(s=\Gamma_0h(u)\), with \(h(0)=1\), gives

\[
\Gamma_\pm=\Gamma_0h(u)e^{\pm u/2}.
\]

Each forward hop contributes \(+a\) and each backward hop \(-a\), so

\[
v=a(\Gamma_+-\Gamma_-)=2a\Gamma_0\,h(u)\sinh\frac u2. \tag{1}
\]

Symmetry and equilibrium leave an even factor \(h\) undetermined; it may also depend on \(b\) and on the shape of the barrier. The hyperbolic-sine law is the case \(h=1\). The two derivations below reach it differently: the first assumes a linear barrier shift, and the second calculates \(h\) for a particular landscape.

## First derivation: counting hops

**Rates.** To first order in the field, the energy of a defect configuration changes by minus the field times its dipole moment. Advancing the defect by one period changes the dipole by \(qa\). Mirror symmetry about the midpoint makes the changes in the two halves of the path equal. If the path has a single saddle, the symmetry places it at the midpoint, so it differs from the initial site by \(qa/2\). A single saddle is assumed here. The field also displaces the minimum and the saddle, but the energy gradient vanishes at both, so this displacement alters their energies only at second order. To first order the barriers are therefore

\[
B_\pm=E_m\mp\frac{qEa}{2}.
\]

With \(\Gamma=\nu e^{-B/kT}\) and an attempt frequency \(\nu\) taken as independent of the field,

\[
\Gamma_\pm=\nu e^{-E_m/kT}e^{\pm u/2}=\Gamma_0e^{\pm u/2},
\qquad \Gamma_0=\nu e^{-E_m/kT}. \tag{2}
\]

**Mean displacement.** Assume that successive hops are independent and that defects are too dilute to interact. The probability of occupying site \(n\) changes by arrivals from both sides and by departures:

\[
\frac{dP_n}{dt}=\Gamma_+P_{n-1}+\Gamma_-P_{n+1}-(\Gamma_++\Gamma_-)P_n.
\]

Multiply by \(n\) and sum over an unbounded chain. In the first term set \(m=n-1\), and in the second \(m=n+1\):

\[
\sum_n nP_{n-1}=\sum_m(m+1)P_m=\langle n\rangle+1,
\qquad
\sum_n nP_{n+1}=\langle n\rangle-1.
\]

The terms in \(\langle n\rangle\) cancel against the departures, leaving

\[
\frac{d\langle n\rangle}{dt}=\Gamma_+-\Gamma_-.
\]

Multiplication by \(a\) and use of equation (2) give

\[
\boxed{\,v=2a\Gamma_0\sinh\!\left(\frac{qEa}{2kT}\right)\,} \tag{3}
\]

The factor \(1/2\) in the argument comes from the midpoint saddle. The factor 2 in front comes from \(e^{u/2}-e^{-u/2}=2\sinh(u/2)\).

**Spreading.** The same index shifts, applied to \(n^2\), give

\[
\begin{aligned}
\frac{d\langle n^2\rangle}{dt}
&=\Gamma_+\left(\langle n^2\rangle+2\langle n\rangle+1\right)
+\Gamma_-\left(\langle n^2\rangle-2\langle n\rangle+1\right)\\
&\quad-(\Gamma_++\Gamma_-)\langle n^2\rangle\\
&=2\langle n\rangle(\Gamma_+-\Gamma_-)+\Gamma_++\Gamma_-.
\end{aligned}
\]

Subtracting \(d\langle n\rangle^2/dt=2\langle n\rangle(\Gamma_+-\Gamma_-)\) leaves a variance that grows at the rate \(\Gamma_++\Gamma_-\). In one dimension the variance of position grows as \(2Dt\), so

\[
D(E)=\frac{a^2}{2}(\Gamma_++\Gamma_-)
=a^2\Gamma_0\cosh\frac u2,
\qquad D_0=a^2\Gamma_0. \tag{4}
\]

**Weak field.** Since \(\sinh(u/2)=u/2+u^3/48+\cdots\),

\[
v=a\Gamma_0u\left(1+\frac{u^2}{24}+\cdots\right)
=\frac{qD_0}{kT}E\left(1+\frac{u^2}{24}+\cdots\right).
\]

The last step used \(a\Gamma_0u=a^2\Gamma_0\,qE/kT\). The weak-field mobility \(\mu=v/E\) therefore obeys the Einstein relation

\[
\mu=\frac{qD_0}{kT}. \tag{5}
\]

Here \(\mu\) carries the sign of \(q\). The condition is \(|u|\ll1\): the work per hop must be small compared with \(kT\), not merely with \(E_m\).

**Strong field.** For \(|u|\gg1\), hops against the force are rarer than hops along it by \(e^{-|u|}\), and equation (3) tends to \(|v|=a\Gamma_0e^{|u|/2}\). Drift and spreading are then no longer linked by the weak-field relation. Equations (3) and (4) give

\[
\frac{v/E}{qD(E)/kT}
=\frac{2a\Gamma_0\sinh(u/2)}{u\,a\Gamma_0\cosh(u/2)}
=\frac{\tanh(u/2)}{u/2}. \tag{6}
\]

This is below one at nonzero field. Velocity measures the difference of the two hop rates, whereas spreading measures their sum.

## Second derivation: continuous motion in a tilted landscape

Now let the defect coordinate \(x\) move continuously, with strong friction, in a periodic energy \(U(x)\). No hop rates are assumed. The tilted energy in thermal units is

\[
\phi(x)=\frac{U(x)-qEx}{kT},\qquad \phi(x+a)=\phi(x)-u.
\]

Let \(D_f\) be the diffusion coefficient that friction alone would allow, without the landscape. The probability current is

\[
J=-D_f\left(\frac{dp}{dx}+p\frac{d\phi}{dx}\right).
\]

Here \(p\) is the density after all periods have been folded onto one, so it is periodic and integrates to one over a length \(a\). In the steady state \(J\) is constant. Multiplying by \(e^{\phi}\) turns the bracket into a total derivative:

\[
\frac{d}{dx}\left(pe^{\phi}\right)=-\frac{J}{D_f}e^{\phi}.
\]

Integrate from \(x\) to \(x+a\), using the periodicity of \(p\) and \(e^{\phi(x+a)}=e^{-u}e^{\phi(x)}\):

\[
p(x)e^{\phi(x)}(e^{-u}-1)
=-\frac{J}{D_f}\int_0^a e^{\phi(x+y)}\,dy.
\]

Dividing by \(e^{\phi(x)}(e^{-u}-1)\) gives \(p(x)\), and its normalization then fixes \(J\). The mean velocity is the current integrated over one period, \(v=aJ\), so

\[
v=\frac{aD_f(1-e^{-u})}{I},\qquad
I=\int_0^a\!dx\int_0^a\!dy\,e^{\phi(x+y)-\phi(x)}. \tag{7}
\]

Within this model of overdamped motion, equation (7) involves no high-barrier approximation.

**Barriers of a cosine landscape.** Take \(U=(E_m/2)[1-\cos(2\pi x/a)]\). The tilted energy is stationary where

\[
\frac{\pi E_m}{a}\sin\frac{2\pi x}{a}=qE,
\qquad\text{or}\qquad
\sin\frac{2\pi x}{a}=f,\quad f=\frac{qEa}{\pi E_m}.
\]

For \(|f|<1\) the minimum is at \(x_m=(a/2\pi)\arcsin f\) and the next saddle at \(x_s=a/2-x_m\). The cosines there are \(+\sqrt{1-f^2}\) and \(-\sqrt{1-f^2}\). The forward barrier is

\[
\begin{aligned}
B_+&=E_m\sqrt{1-f^2}-qE(x_s-x_m)\\
&=E_m\sqrt{1-f^2}-\frac{qEa}{2}+\frac{qEa}{\pi}\arcsin f\\
&=E_mG(f)-\frac{qEa}{2},
\end{aligned}
\]

with \(G(f)=\sqrt{1-f^2}+f\arcsin f\), because \(qEa/\pi=E_mf\). The saddle behind the defect lies one period back and is higher by \(qEa\), so \(B_-=E_mG(f)+qEa/2\).

**High-barrier evaluation.** If both barriers are much larger than \(kT\), the integral \(I\) comes mainly from \(x\) near a minimum and \(x+y\) near the saddle ahead of it. At these points the second derivatives of the energy are \(\pm\kappa\sqrt{1-f^2}\), with \(\kappa=2\pi^2E_m/a^2\). Each of the two Gaussian integrals equals \([2\pi kT/(\kappa\sqrt{1-f^2})]^{1/2}\). Hence

\[
I\simeq e^{B_+/kT}\frac{2\pi kT}{\kappa\sqrt{1-f^2}}.
\]

Insert this in equation (7). The exponential \(e^{-B_+/kT}\) contains \(e^{u/2}\), and \((1-e^{-u})e^{u/2}=2\sinh(u/2)\). The result has the form of equation (1):

\[
v\simeq2a\Gamma_0h(u)\sinh\frac u2,
\qquad
\Gamma_0=\frac{D_f\kappa}{2\pi kT}e^{-b},
\]

\[
h(u)=\sqrt{1-f^2}\,\exp\{-b[G(f)-1]\}. \tag{8}
\]

For small \(f\), \(\sqrt{1-f^2}=1-f^2/2+\cdots\) and \(f\arcsin f=f^2+\cdots\), so \(G=1+f^2/2+\cdots\). Both barriers rise by

\[
\frac{E_mf^2}{2}=\frac{(qEa)^2}{2\pi^2E_m}. \tag{9}
\]

When this is much less than \(kT\) and \(f^2\ll1\), \(h\) is close to one and equation (3) is recovered. For \(b\gg1\), these conditions allow \(u\) to exceed one, so the curve can be strongly nonlinear while the barrier shift remains nearly linear.

**Einstein relation by equilibrium.** On scales much longer than \(a\), weak fields and gentle gradients give a defect concentration \(c\) the current \(\mu Ec-D_0\,dc/dx\). With closed ends this current vanishes, and equilibrium requires \(c\propto e^{qEx/kT}\). Thus \(\mu E=D_0qE/kT\), which is equation (5). The argument uses neither a midpoint saddle nor a linear barrier shift. Applied to the slope \(\mu=qa^2\Gamma_0/kT\) of the continuous model, it gives \(D_0=a^2\Gamma_0\), as hop counting did.

## What each derivation assumes

Both derivations treat one classical defect of fixed charge in a uniform field, without interactions or memory between hops.

Hop counting additionally assumes activated rates, a linear barrier shift and a fixed prefactor. It needs a single saddle at the midpoint. A mirror-symmetric path with a high, shallow minimum at the midpoint and saddles at fractions \(\theta\) and \(1-\theta\) of the hop has, with strong friction, \(h\simeq1/\cosh[(\tfrac12-\theta)u]\) even when each barrier shifts linearly; this is 0.69 for \(\theta=0.324\) and \(u=5.22\). Hop counting also needs enough friction for the defect to settle in the neighbouring well before it crosses another barrier. In a cosine landscape with \(b=12\) and a friction rate 0.16 times the angular frequency of the well, the drift at \(u=5.22\) lies 29% above the sinh law. Within these limits hop counting gives the spreading at finite field. It cannot say when the linear shift fails.

The continuous derivation assumes strong friction and a single coordinate. In return, it gives the net velocity without assuming separate hop rates, and it calculates the correction \(h\). The form of \(h\) in equation (8) belongs to the cosine landscape and to overdamped motion. In one-dimensional harmonic transition-state theory, for instance, the prefactor is the vibration frequency at the minimum. That frequency varies as the square root of the curvature, so \((1-f^2)^{1/4}\) replaces \(\sqrt{1-f^2}\), while the exponential is unchanged.

**An off-centre saddle.** Suppose the saddle lies at a fraction \(\theta\) of the forward hop, and keep the linear barrier shift. The forward barrier falls by \(\theta qEa\), the backward one rises by \((1-\theta)qEa\), and

\[
v=a\Gamma_0\left[e^{\theta u}-e^{-(1-\theta)u}\right]
=a\Gamma_0\left[u+\frac{2\theta-1}{2}u^2+\cdots\right].
\]

The linear term is independent of \(\theta\), so the Einstein relation survives, but the velocity is no longer odd in the field. Factoring \(e^{\theta u}\) out of \(v(u)\) and \(e^{(1-\theta)u}\) out of \(-v(-u)\) leaves \(1-e^{-u}\) in both, so

\[
\frac{v(u)}{-v(-u)}=e^{(2\theta-1)u}.
\]

For the skewed landscape \(U/kT=10[1-\cos(2\pi x/a)]+2\sin(4\pi x/a)\), with a barrier of \(21kT\) and \(\theta=0.603\), this estimate is 2.28 at \(u=4\), whereas equation (7) gives 2.13. The gap depends on the barrier height: the same shape scaled to \(6.4kT\) gives 1.57, and scaled to \(64kT\) gives 2.24. The direction of the asymmetry is right, and the estimate is 7% above the continuous result. It omits field-induced changes of curvature, nonlinear barrier shifts and the corrections due to a finite barrier height; their separate shares were not computed.

The Einstein relation was tested separately, by comparing the weak-field response with the decay of a long density wave at zero field. For a symmetric and a skewed landscape, both with a barrier parameter of \(6kT\), the two sides agree to about one part in \(10^4\).

## A worked example

Take the round model values \(z=2\), \(a=0.30\) nm, \(E_m=1.00\) eV, \(\nu=10^{13}\ \mathrm{s^{-1}}\) and \(T=400\) K. They represent no particular material. Then \(kT=0.03447\) eV and, before rounding \(kT\), \(b=29.0113\), so

\[
\Gamma_0=10^{13}e^{-29.0113}\ \mathrm{s^{-1}}\simeq2.515\ \mathrm{s^{-1}},
\]

\[
D_0=(0.30\times10^{-9}\ \mathrm{m})^2(2.515\ \mathrm{s^{-1}})
=2.264\times10^{-19}\ \mathrm{m^2\,s^{-1}}.
\]

This is \(2.264\times10^{-15}\ \mathrm{cm^2\,s^{-1}}\). Since \(q/kT=2/(0.03447\ \mathrm V)\), the mobility is \(1.313\times10^{-17}\ \mathrm{m^2\,V^{-1}\,s^{-1}}\).

At 1 MV/cm, or \(10^8\) V/m, the work per hop is \(2\times10^8\times0.30\times10^{-9}=0.060\) eV and \(u=1.741\). The rates are \(\Gamma_+=6.005\ \mathrm{s^{-1}}\) and \(\Gamma_-=1.053\ \mathrm{s^{-1}}\), so

\[
v=(0.30\times10^{-9}\ \mathrm m)(6.005-1.053)\ \mathrm{s^{-1}}
=1.486\times10^{-9}\ \mathrm{m\,s^{-1}}.
\]

The linear law gives \(1.313\times10^{-9}\ \mathrm{m\,s^{-1}}\), which the sinh law exceeds by 13%. The leading correction \(u^2/24\) alone accounts for 12.6%.

Drift across a film 5 nm thick takes \((5\times10^{-9}\ \mathrm m)/(1.486\times10^{-9}\ \mathrm{m\,s^{-1}})\simeq3.4\) s. Over that time, with \(D(E)=3.176\times10^{-19}\ \mathrm{m^2\,s^{-1}}\), the spread \(\sqrt{2D(E)t}\) is about 1.5 nm. The drift time is thus a scale for transport across the film, not a sharp arrival time.

At 3 MV/cm, \(u=5.22\). The sinh law gives \(1.022\times10^{-8}\ \mathrm{m\,s^{-1}}\), 2.59 times the linear value, and backward hops are almost absent. The ratio in equation (6) has fallen to 0.379, so inserting \(D(E)\) into the weak-field Einstein formula would overestimate \(v/E\) by a factor of 2.6.

The cosine landscape shows what the linear barrier shift costs in one model. At 3 MV/cm, equation (9) gives 1.64 meV, or 0.048 in units of \(kT\). The steady current from equation (7), with \(\Gamma_0\) fixed by its own weak-field slope, lies 4.8% below the sinh law, and equation (8) predicts the same reduction. At 1 MV/cm the reduction is 0.5%. These figures belong to the cosine. Adding a second harmonic at the same \(E_m\), with the single saddle kept at the midpoint, can raise the reduction at 3 MV/cm to 10%. In a real material a difference in polarizability between saddle and minimum also shifts the barrier at second order in the field, and the one-coordinate model omits it.

For these parameters, the sinh law exceeds the linear law by 1% at 0.28 MV/cm and by 10% at 0.88 MV/cm. Since \(u\) is fixed at each threshold, the corresponding field scales as \(kT/(|q|a)\): a smaller charge or a shorter hop extends the linear range.

## Where the result fails

In the cosine model the barrier in the direction of the force vanishes at \(|f|=1\), that is, at \(|qE|a=\pi E_m\). The activated picture fails earlier, once that barrier is no longer large compared with \(kT\). A change of charge state alters \(q\) and may alter \(E_m\). At high concentration, the defects' own charge can make the field nonuniform, and blocked sites or mutual forces make the hops dependent on one another. If the field heats the material, \(T\) must be the actual temperature, and \(\Gamma_0\) changes with it. Tunnelling through the barrier lies outside both derivations. Dielectric breakdown sets a separate limit: some thin insulating films sustain the 1 and 3 MV/cm of the example, but many materials break down at lower fields.

The numerical output below lists the rates, velocities and landscape corrections at 0.01, 0.1, 1 and 3 MV/cm.

## Table of computed values

```
charge number z = 2
site spacing a = 0.30 nm
migration barrier Em = 1.00 eV
attempt frequency nu = 1.0e+13 1/s
temperature T = 400 K
thermal energy kT = 0.034469 eV
Em/kT = 29.0113
one-direction hop rate G0 = 2.5151e+00 1/s
zero-field diffusion D0 = 2.2636e-19 m^2/s = 2.2636e-15 cm^2/s
weak-field mobility = 1.3134e-17 m^2/(V s)
E = 0.01 MV/cm: qEa = 0.00060 eV, u = 0.01741
  forward rate = 2.5371e+00 1/s, backward rate = 2.4933e+00 1/s
  v sinh = 1.3134e-11 m/s, v linear = 1.3134e-11 m/s, ratio = 1.000013
  D(E) = 2.2637e-19 m^2/s, (v/E)/(qD(E)/kT) = 0.99997
  searched barriers: forward 0.999700 eV, backward 1.000300 eV
  quadratic barrier term = 0.00002 meV
  continuous v / sinh law = 1.00000, predicted 1.00000
E = 0.1 MV/cm: qEa = 0.00600 eV, u = 0.17407
  forward rate = 2.7438e+00 1/s, backward rate = 2.3055e+00 1/s
  v sinh = 1.3151e-10 m/s, v linear = 1.3134e-10 m/s, ratio = 1.001263
  D(E) = 2.2722e-19 m^2/s, (v/E)/(qD(E)/kT) = 0.99748
  searched barriers: forward 0.997002 eV, backward 1.003002 eV
  quadratic barrier term = 0.00182 meV
  continuous v / sinh law = 0.99995, predicted 0.99995
E = 1 MV/cm: qEa = 0.06000 eV, u = 1.74068
  forward rate = 6.0053e+00 1/s, backward rate = 1.0533e+00 1/s
  v sinh = 1.4856e-09 m/s, v linear = 1.3134e-09 m/s, ratio = 1.131117
  D(E) = 3.1764e-19 m^2/s, (v/E)/(qD(E)/kT) = 0.80606
  searched barriers: forward 0.970182 eV, backward 1.030182 eV
  quadratic barrier term = 0.18238 meV
  continuous v / sinh law = 0.99453, predicted 0.99454
  mean-drift time over 5 nm = 3.3656 s
E = 3 MV/cm: qEa = 0.18000 eV, u = 5.22203
  forward rate = 3.4238e+01 1/s, backward rate = 1.8476e-01 1/s
  v sinh = 1.0216e-08 m/s, v linear = 3.9402e-09 m/s, ratio = 2.592749
  D(E) = 1.5490e-18 m^2/s, (v/E)/(qD(E)/kT) = 0.37888
  searched barriers: forward 0.911642 eV, backward 1.091642 eV
  quadratic barrier term = 1.64140 meV
  continuous v / sinh law = 0.95179, predicted 0.95192
Einstein test, symmetric, barrier parameter 6 kT: response/spreading = 1.00013
Einstein test, skewed, barrier parameter 6 kT: response/spreading = 1.00011
skewed landscape: saddle fraction theta = 0.6033, u = 4.0
  speed ratio for +E and -E = 2.1277, hopping estimate = 2.2843
sinh exceeds linear by 1% at u = 0.4892, E = 0.2810 MV/cm
sinh exceeds linear by 10% at u = 1.5268, E = 0.8771 MV/cm
```
